# Level order of N2 in Hartree-Fock and G0W0: test program

```python
# Result under test: for N2, Hartree-Fock (HF) puts 1pi_u above 3sigma_g, while
# G0W0 on HF orbitals puts 3sigma_g on top. More than half of the relative shift
# comes from two families of self-energy poles:
#   hole side      eps(2sigma_u) - Omega_s   (raises 3sigma_g)
#   particle side  eps(pi_g)     + Omega_s   (lowers 1pi_u)
# Symbols: eps = HF orbital energies, Omega_s = direct-RPA excitation energies,
# w2[q, s] = squared coupling of the level to orbital q plus excitation s,
# Sigma_c(E) = sum_qs w2[q, s] / (E - pole[q, s]).
# Internal energies are in hartree; printed energies are in eV.
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo, symm, cc, lib

lib.num_threads(1)
EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0]
BOND = 110e-12  # metres


def orbital_type(label):
    if label == "A1g":
        return "sigma_g"
    if label == "A1u":
        return "sigma_u"
    if label.startswith("E1g"):
        return "pi_g"
    if label.startswith("E1u"):
        return "pi_u"
    return "other"


def sigma_c(energy, w2, poles):
    return np.sum(w2 / (energy - poles))


def solve_level(eps_p, w2, poles):
    return brentq(lambda x: x - eps_p - sigma_c(x, w2, poles),
                  eps_p - 0.25, eps_p + 0.25, xtol=1e-12)


def qp_weight(energy, w2, poles):
    return 1.0 / (1.0 + np.sum(w2 / (energy - poles) ** 2))


def run_gw(basis):
    half = 0.5 * BOND / BOHR
    mol = gto.M(atom=[["N", (0, 0, -half)], ["N", (0, 0, half)]],
                unit="Bohr", basis=basis, symmetry=True, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    coeff = np.array(mf.mo_coeff)
    eps = np.array(mf.mo_energy)
    nocc = mol.nelectron // 2
    nmo = len(eps)
    assert np.all(mf.mo_occ[:nocc] == 2)
    labels = symm.label_orb_symm(mol, mol.irrep_name, mol.symm_orb, coeff)
    kind = np.array([orbital_type(str(x)) for x in labels])
    occupied = np.arange(nmo) < nocc

    eri_ao = mol.intor("int2e", aosym="s8")
    co, cv = coeff[:, :nocc], coeff[:, nocc:]
    eri = ao2mo.general(eri_ao, (coeff, coeff, co, cv), compact=False)
    eri = eri.reshape(nmo, nmo, -1)
    delta = (eps[None, nocc:] - eps[:nocc, None]).ravel()
    npair = len(delta)
    v = eri[:nocc, nocc:].reshape(npair, npair)
    root = np.sqrt(delta)
    matrix = np.diag(delta ** 2) + 4 * root[:, None] * v * root[None, :]
    omega2, z = np.linalg.eigh(0.5 * (matrix + matrix.T))
    omega = np.sqrt(omega2)
    transition = np.sqrt(2) * root[:, None] * z / np.sqrt(omega)[None, :]
    poles = np.where(occupied[:, None], eps[:, None] - omega[None, :],
                     eps[:, None] + omega[None, :])

    sg = np.where(occupied & (kind == "sigma_g"))[0][-1]
    su = np.where(occupied & (kind == "sigma_u"))[0][-1]
    pi_pair = np.where(occupied & (kind == "pi_u"))[0]
    assert len(pi_pair) == 2
    pi = pi_pair[0]
    w2 = {p: (eri[p] @ transition) ** 2 for p in (sg, pi)}
    energy = {p: solve_level(eps[p], w2[p], poles) for p in (sg, pi)}
    return dict(mf=mf, eps=eps, nocc=nocc, kind=kind, occupied=occupied,
                eri=eri, delta=delta, v=v, z=z, omega=omega, poles=poles,
                sg=sg, su=su, pi=pi, pi_pair=pi_pair, w2=w2, energy=energy)


def sigma_from_dyson(r, p, points, nodes=80):
    """Self-energy from W on the imaginary axis; no RPA eigenvectors."""
    x, weight = np.polynomial.legendre.leggauss(nodes)
    freq = (1 + x) / (1 - x)
    weight = 2 * weight / (1 - x) ** 2
    coupling = r["eri"][p]
    total = np.zeros(len(points), dtype=complex)
    identity = np.eye(len(r["delta"]))
    for nu, wt in zip(freq, weight):
        chi = 4 * r["delta"] / (nu ** 2 + r["delta"] ** 2)
        screened = np.linalg.solve(identity + r["v"] * chi[None, :], coupling.T)
        w_corr = -np.sum((coupling * chi[None, :]) * screened.T, axis=1)
        for k, point in enumerate(points):
            green = (1 / (point + 1j * nu - r["eps"])
                     + 1 / (point - 1j * nu - r["eps"]))
            total[k] -= wt * np.sum(w_corr * green) / (2 * np.pi)
    return total


small = run_gw("cc-pvdz")
big = run_gw("cc-pvtz")

# Order of the levels in HF and in G0W0, in both bases
for r in (small, big):
    assert r["eps"][r["pi"]] > r["eps"][r["sg"]]
    assert r["energy"][r["sg"]] > r["energy"][r["pi"]]

# Pole sum against the imaginary-frequency integral with W from linear solves
nocc = big["nocc"]
middle = 0.5 * (big["eps"][nocc - 1] + big["eps"][nocc])
test_points = [middle, middle + 0.5j]
dyson_error = 0.0
for p in (big["sg"], big["pi"]):
    direct = sigma_from_dyson(big, p, test_points)
    summed = np.array([sigma_c(e, big["w2"][p], big["poles"])
                       for e in test_points])
    dyson_error = max(dyson_error, np.max(np.abs(direct - summed)))
assert dyson_error < 1e-6

# Quasiparticle root and weight against diagonalization of the enlarged matrix
matrix_error = 0.0
for p in (small["sg"], small["pi"]):
    active = small["w2"][p] > 1e-16
    c = np.sqrt(small["w2"][p][active])
    h = np.diag(np.concatenate(([small["eps"][p]], small["poles"][active])))
    h[0, 1:] = c
    h[1:, 0] = c
    values, vectors = np.linalg.eigh(h)
    best = np.argmax(vectors[0] ** 2)
    matrix_error = max(
        matrix_error, abs(values[best] - small["energy"][p]),
        abs(vectors[0, best] ** 2
            - qp_weight(small["energy"][p], small["w2"][p], small["poles"])))
assert matrix_error < 1e-7

# Wavefunction reference for the order of the two ionizations
ccsd = cc.RCCSD(small["mf"])
ccsd.verbose = 0
ccsd.kernel()
assert ccsd.converged
ip_values, ip_vectors = ccsd.ipccsd(nroots=3, koopmans=True)
main_orbital = [int(np.argmax(np.abs(vec[:small["nocc"]])))
                for vec in ip_vectors]
ip_sg = min(e for e, m in zip(ip_values, main_orbital) if m == small["sg"])
ip_pi = min(e for e, m in zip(ip_values, main_orbital)
            if m in small["pi_pair"])
assert ip_sg < ip_pi

# Pole families and their removal
sg, su, pi = big["sg"], big["su"], big["pi"]
eps, poles, w2, energy = big["eps"], big["poles"], big["w2"], big["energy"]
kind, occupied = big["kind"], big["occupied"]
pi_g_rows = (~occupied) & (kind == "pi_g")
# an excitation has Sigma_u+ symmetry if it couples 3sigma_g with 2sigma_u
parallel = w2[sg][su] > 1e-14

w2_sg_cut = w2[sg].copy()
w2_sg_cut[su] = 0.0
w2_pi_cut = w2[pi].copy()
w2_pi_cut[pi_g_rows] = 0.0
e_sg_cut = solve_level(eps[sg], w2_sg_cut, poles)
e_pi_cut = solve_level(eps[pi], w2_pi_cut, poles)
e_sg_channel = solve_level(eps[sg], w2[sg] * ~parallel[None, :], poles)
e_pi_channel = solve_level(eps[pi], w2[pi] * ~parallel[None, :], poles)

gap_hf = eps[pi] - eps[sg]
gap_gw = energy[pi] - energy[sg]
gap_cut = e_pi_cut - e_sg_cut
share = (gap_cut - gap_gw) / (gap_hf - gap_gw)
assert share > 0.5

# In the Sigma_u+ channel 1pi_u meets pi_g orbitals only
stray = np.sum(w2[pi][kind != "pi_g"][:, parallel])
assert stray < 1e-10

print(f"bond length: {BOND * 1e12:.1f} pm")
for name, r in (("cc-pVDZ", small), ("cc-pVTZ", big)):
    for level, p in (("3sigma_g", r["sg"]), ("1pi_u", r["pi"])):
        zq = qp_weight(r["energy"][p], r["w2"][p], r["poles"])
        print(f"{name} {level}: HF {r['eps'][p] * EV:.3f} eV, "
              f"G0W0 {r['energy'][p] * EV:.3f} eV, weight {zq:.3f}")
print(f"IP-EOM-CCSD cc-pVDZ ionization energy 3sigma_g: {ip_sg * EV:.3f} eV")
print(f"IP-EOM-CCSD cc-pVDZ ionization energy 1pi_u: {ip_pi * EV:.3f} eV")
print("All following values: cc-pVTZ")
print(f"HF energy of 2sigma_u: {eps[su] * EV:.3f} eV")
print(f"HF energy of lowest pi_g: {eps[pi_g_rows].min() * EV:.3f} eV")
print(f"lowest RPA excitation energy: {big['omega'][0] * EV:.3f} eV")

terms = {p: w2[p] / (energy[p] - poles) for p in (sg, pi)}
print("Sigma_c at the G0W0 energy by intermediate orbital (3sigma_g; 1pi_u):")
for side, rows in (("occupied", occupied), ("empty", ~occupied)):
    for name in ("sigma_g", "sigma_u", "pi_u", "pi_g", "other"):
        chosen = rows & (kind == name)
        if np.any(chosen):
            a, b = (terms[p][chosen].sum() * EV for p in (sg, pi))
            print(f"  {side} {name}: {a:+.3f} eV; {b:+.3f} eV")
    a, b = (terms[p][rows].sum() * EV for p in (sg, pi))
    print(f"  {side} total: {a:+.3f} eV; {b:+.3f} eV")
print(f"2sigma_u part for 3sigma_g: {terms[sg][su].sum() * EV:+.3f} eV")
part = terms[pi][pi_g_rows][:, parallel].sum() * EV
print(f"pi_g part for 1pi_u from Sigma_u+ excitations: {part:+.3f} eV")

lowest_pi_g = np.where(pi_g_rows)[0][:2] - nocc
z3 = big["z"].reshape(nocc, len(eps) - nocc, -1)
pi_pi_star = np.sum(z3[np.ix_(big["pi_pair"], lowest_pi_g)] ** 2, axis=(0, 1))
for name, p, rows in (("3sigma_g via 2sigma_u", sg, np.array([su])),
                      ("1pi_u via pi_g", pi, np.where(pi_g_rows)[0])):
    block = np.abs(terms[p][rows])
    k, s = np.unravel_index(np.argmax(block), block.shape)
    q = rows[k]
    print(f"strongest pole, {name}: at {poles[q, s] * EV:.3f} eV")
    print(f"  coupling |w| {np.sqrt(w2[p][q, s]) * EV:.3f} eV, "
          f"contribution {terms[p][q, s] * EV:+.3f} eV")
    print(f"  Omega {big['omega'][s] * EV:.3f} eV, "
          f"pi->pi* weight {pi_pi_star[s]:.3f}, Sigma_u+: {bool(parallel[s])}")

print("Separation E(1pi_u) - E(3sigma_g):")
print(f"  HF: {gap_hf * EV:+.3f} eV")
print(f"  G0W0: {gap_gw * EV:+.3f} eV")
print(f"  without 2sigma_u poles: {(energy[pi] - e_sg_cut) * EV:+.3f} eV")
print(f"  without pi_g poles: {(e_pi_cut - energy[sg]) * EV:+.3f} eV")
print(f"  without both families: {gap_cut * EV:+.3f} eV")
print(f"  without Sigma_u+ channel: {(e_pi_channel - e_sg_channel) * EV:+.3f} eV")
print(f"share of relative shift from both families: {share:.3f}")
print(f"largest deviation, pole sum vs Dyson integral: {dyson_error * EV:.1e} eV")
print(f"largest deviation, root vs matrix (hartree or weight): {matrix_error:.1e}")
print("all assertions hold")
```

Printed output:

```
bond length: 110.0 pm
cc-pVDZ 3sigma_g: HF -17.035 eV, G0W0 -15.860 eV, weight 0.942
cc-pVDZ 1pi_u: HF -16.522 eV, G0W0 -16.706 eV, weight 0.954
cc-pVTZ 3sigma_g: HF -17.201 eV, G0W0 -16.315 eV, weight 0.935
cc-pVTZ 1pi_u: HF -16.627 eV, G0W0 -17.053 eV, weight 0.945
IP-EOM-CCSD cc-pVDZ ionization energy 3sigma_g: 15.179 eV
IP-EOM-CCSD cc-pVDZ ionization energy 1pi_u: 16.907 eV
All following values: cc-pVTZ
HF energy of 2sigma_u: -21.176 eV
HF energy of lowest pi_g: 4.375 eV
lowest RPA excitation energy: 21.002 eV
Sigma_c at the G0W0 energy by intermediate orbital (3sigma_g; 1pi_u):
  occupied sigma_g: +1.411 eV; +0.430 eV
  occupied sigma_u: +1.254 eV; +0.167 eV
  occupied pi_u: +0.161 eV; +1.294 eV
  occupied total: +2.826 eV; +1.890 eV
  empty sigma_g: -0.476 eV; -0.104 eV
  empty sigma_u: -0.616 eV; -0.105 eV
  empty pi_u: -0.377 eV; -0.414 eV
  empty pi_g: -0.370 eV; -1.110 eV
  empty other: -0.100 eV; -0.583 eV
  empty total: -1.940 eV; -2.317 eV
2sigma_u part for 3sigma_g: +1.246 eV
pi_g part for 1pi_u from Sigma_u+ excitations: -1.036 eV
strongest pole, 3sigma_g via 2sigma_u: at -48.379 eV
  coupling |w| 3.248 eV, contribution +0.329 eV
  Omega 27.203 eV, pi->pi* weight 0.885, Sigma_u+: True
strongest pole, 1pi_u via pi_g: at 31.579 eV
  coupling |w| 2.941 eV, contribution -0.178 eV
  Omega 27.203 eV, pi->pi* weight 0.885, Sigma_u+: True
Separation E(1pi_u) - E(3sigma_g):
  HF: +0.574 eV
  G0W0: -0.738 eV
  without 2sigma_u poles: +0.454 eV
  without pi_g poles: +0.324 eV
  without both families: +1.516 eV
  without Sigma_u+ channel: +0.865 eV
share of relative shift from both families: 1.718
largest deviation, pole sum vs Dyson integral: 4.6e-15 eV
largest deviation, root vs matrix (hartree or weight): 5.6e-16
all assertions hold
```
